# Why Atomic Recombination on Silica Can Pass Through a Minimum on Heating

**Question.** Free atoms from a discharge strike a silica wall, and some of them leave as molecules. The reaction on the surface has an energy barrier, so heating might be expected to help it at every temperature. Why can recombination instead weaken at first, and strengthen only on further heating?

## The mechanism: two ways to reach a bound atom

Suppose that a small fraction $f$ of the surface sites can chemisorb an atom, that is, hold it by a strong bond. The other sites hold atoms only by weak physisorption. A chemisorbed atom does not move, so another atom must come to it, and there are two routes.

In the Eley-Rideal route, an atom from the gas strikes the chemisorbed atom directly and reacts. In the diffusion route, an atom lands elsewhere, is physisorbed, and hops over the surface until it meets a chemisorbed atom or desorbs.

The diffusion route enlarges the area from which each chemisorption site collects atoms. Heating makes the atoms hop faster but also makes them desorb sooner. If the desorption barrier $E_d$ exceeds the diffusion barrier $E_D$, the second effect is the stronger, and the collecting area shrinks. Meanwhile each encounter becomes more likely to overcome the reaction barrier $E_r$. The outcome depends on which change is larger, so both must be calculated.

## The chance of reaction and the number of hops

Let the gas near the wall have the wall temperature $T$. The normal velocity $v$ of atoms striking a surface is distributed as $v\,e^{-mv^2/2kT}$, where the factor $v$ appears because fast atoms arrive more often. If the normal motion must supply $E_r$, the reacting fraction is

$$
P=\frac{\int_{v_r}^{\infty}v\,e^{-mv^2/2kT}dv}{\int_0^{\infty}v\,e^{-mv^2/2kT}dv}=e^{-E_r/kT},\qquad \tfrac12mv_r^2=E_r .
$$

The integrals are elementary because $v\,dv$ is proportional to the differential of the exponent. I assume the same chance $P$ each time a physisorbed atom tries to hop onto an occupied chemisorption site.

A physisorbed atom desorbs at the rate $r_d=\nu_d e^{-E_d/kT}$ and hops at the rate $\Gamma=\nu_D e^{-E_D/kT}$. Its mean lifetime against desorption is $1/r_d$, so without capture it makes on average

$$
N=\frac{\Gamma}{r_d}=A\,e^{\Delta/kT},\qquad A=\frac{\nu_D}{\nu_d},\qquad \Delta=E_d-E_D
$$

hops. For independent hops of length $a$ in random directions the cross terms in the squared displacement average to zero. The rms distance travelled is therefore $a\sqrt N$, which shrinks on heating when $\Delta>0$.

## From the balances to the recombination probability

Let $\Phi$ be the number of atoms striking one site per second, $n$ the number of physisorbed atoms per surface site, and $\theta$ the occupied fraction of the chemisorption sites. The following assumptions close the model:

- Every atom landing on a physisorption site sticks, $n\ll1$, and reactions between two physisorbed atoms are neglected.
- Empty chemisorption sites bind arriving atoms without a barrier, and bound atoms leave only by reaction.
- An atom that fails to react returns to the gas if it came from there, and stays physisorbed if it was hopping.
- In mean field, each hop is aimed at a chemisorption site with probability $f$.

It is convenient to define $y=\Gamma n/\Phi$, the hop flux per unit gas flux. In the steady state, filling of chemisorption sites balances their emptying:

$$
f(1-\theta)(\Phi+\Gamma n)=f\theta P(\Phi+\Gamma n).
$$

Division by $f\Phi$ gives $(1-\theta)(1+y)=\theta P(1+y)$. The positive factor $1+y$ cancels, leaving

$$
\theta=\frac1{1+P}.
$$

The occupation is independent of $y$ because both routes fill sites without a barrier and empty them with the same chance $P$.

A hop aimed at a chemisorption site removes the physisorbed atom either by filling an empty site or by reaction at an occupied one. The total chance is

$$
(1-\theta)+\theta P=\frac P{1+P}+\frac P{1+P}=\frac{2P}{1+P}.
$$

With $q=2fP/(1+P)$, the physisorbed atoms obey

$$
\Phi(1-f)=r_dn+q\Gamma n .
$$

Dividing by $\Phi$ and using $r_dn/\Phi=(r_d/\Gamma)y=y/N$ gives

$$
1-f=\frac yN+qy,\qquad y=\frac{(1-f)N}{1+qN}.
$$

The recombination probability $\gamma$ is the number of atoms lost to molecules per atom striking the wall. Molecules form at the rate $f\theta P(\Phi+\Gamma n)$ per surface site, and each contains two atoms. Hence

$$
\gamma=\frac{2f\theta P(\Phi+\Gamma n)}{\Phi}=2f\theta P(1+y)=q(1+y),
$$

$$
\boxed{\gamma=q\left[1+\frac{(1-f)N}{1+qN}\right],\qquad q=\frac{2fP}{1+P}.}
$$

The first term is Eley-Rideal recombination. The second is recombination through diffusion.

## When does the fall turn into a rise?

Take $f\ll1$ and $qN\ll1$, so that most physisorbed atoms desorb before capture. Then $\gamma\simeq q(1+N)$. Let $\beta=1/kT$ and define the apparent activation energy $E_a=-d\ln\gamma/d\beta$. Because $d\ln\gamma/dT=E_a/(kT^2)$, a negative $E_a$ means that heating weakens recombination.

Since $dP/d\beta=-E_rP$ and $dN/d\beta=\Delta N$,

$$
\frac{d\ln q}{d\beta}=-E_r+\frac{E_rP}{1+P}=-\frac{E_r}{1+P},\qquad
\frac{d\ln(1+N)}{d\beta}=\frac{\Delta N}{1+N}.
$$

Adding these and reversing the sign gives

$$
E_a=\frac{E_r}{1+P}-\frac{\Delta N}{1+N}.
$$

When $N\gg1$ and $P\ll1$, this becomes $E_a\simeq E_r-\Delta$. Recombination then weakens on heating if $\Delta>E_r$, or equivalently

$$
E_d>E_D+E_r .
$$

In this regime, desorption must have a higher barrier than hopping and reaction combined. It is not enough that desorption shortens the path. When $N\ll1$, in contrast, $E_a\simeq E_r/(1+P)>0$: direct impacts dominate, and heating helps them.

At the turning point $E_a=0$. For $P\ll1$ this means

$$
E_r(1+N)=\Delta N,\qquad N=\frac{E_r}{\Delta-E_r}.
$$

Substituting $N=Ae^{\Delta/kT}$ and taking the logarithm gives

$$
T_{\min}\simeq\frac{\Delta}{k\ln\!\left[\dfrac{E_r}{A(\Delta-E_r)}\right]}.
$$

A positive temperature requires a second condition, $E_r>A(\Delta-E_r)$. Since $N$ falls on heating, $E_a$ passes from negative to positive, and the turning point is a minimum. These conditions belong to the regime $qN\ll1$, $P\ll1$, which must hold at the temperature found.

## A numerical case

I take round parameters in the rough regime of oxygen atoms on a silica discharge wall: $E_d=0.35$ eV, $E_D=0.12$ eV, $E_r=0.13$ eV, $\nu_d=10^{15}$ s$^{-1}$ and $\nu_D=10^{13}$ s$^{-1}$. The site density is $10^{15}$ cm$^{-2}$, $f=0.0016$, and the atom partial pressure is 1 mTorr.

Then $\Delta=0.23$ eV, $\Delta-E_r=0.10$ eV and $A=0.01$. Both conditions hold, and

$$
T_{\min}\simeq\frac{0.23\ \text{eV}}{(8.617\times10^{-5}\ \text{eV/K})\ln[0.13/(0.01\times0.10)]}\simeq548\ \text{K}.
$$

Keeping $P$ in $E_a=0$ moves the minimum to about 565 K. The contributions around it are:

| $T$ (K) | $N$ | Eley-Rideal | Diffusion | $\gamma$ |
|---:|---:|---:|---:|---:|
| 300 | 73.1 | $2.08\times10^{-5}$ | $1.52\times10^{-3}$ | $1.54\times10^{-3}$ |
| 550 | 1.28 | $1.94\times10^{-4}$ | $2.48\times10^{-4}$ | $4.41\times10^{-4}$ |
| 1000 | 0.144 | $5.80\times10^{-4}$ | $8.35\times10^{-5}$ | $6.63\times10^{-4}$ |

The 300 K row follows from $P=0.00655$:

$$
q=\frac{2(0.0016)(0.00655)}{1.00655}=2.08\times10^{-5},
$$

$$
\gamma=q\left[1+\frac{0.9984\times73.1}{1+0.00152}\right]\simeq1.54\times10^{-3}.
$$

From 300 to 550 K, $P$ grows about tenfold, but $N$ falls by a factor of 57. The rms travel shrinks from 2.7 to 0.36 nm, while the chemisorption sites are 7.9 nm apart. The diffusion contribution therefore falls about sixfold, although each encounter is more reactive. From 550 to 1000 K, the Eley-Rideal term gains $3.9\times10^{-4}$ and the diffusion term loses $1.6\times10^{-4}$, so the total rises.

Overall, $\gamma$ at 300 K is 3.5 times its minimum of $4.4\times10^{-4}$, and at 1000 K it is 1.5 times the minimum. The apparent activation energy changes from $-0.098$ to $+0.078$ eV between these temperatures.

The mean-field assumption was tested with a random walk on a periodic lattice having one chemisorption site per $25\times25$ sites. This calculation keeps the repeated visits of an atom to the same site, but treats arriving atoms one at a time. It gives $\gamma=1.52\times10^{-3}$ at 300 K, about 1% below the formula, and a minimum at 562 K.

## What happens if one cause is removed?

Without hopping, $\gamma=q$. Since $P/(1+P)$ increases with $P$, the initial fall disappears.

To examine the other route, let the reaction chance for gas atoms be $P_g$, while hopping atoms retain $P$. The chemisorbed balance becomes

$$
(1-\theta)(1+y)=\theta(P_g+yP),\qquad
\theta=\frac{1+y}{1+y+P_g+yP}.
$$

Inserting this in $\gamma=2f\theta(P_g+yP)$ and inverting gives

$$
\frac{2f}{\gamma}=\frac1{P_g+yP}+\frac1{1+y}.
$$

When capture is rare, $y\simeq N$. For $\Delta>E_r$, both $N$ and $NP=Ae^{(\Delta-E_r)/kT}$ fall on heating. Setting $P_g=0$, which removes the Eley-Rideal reaction, makes both terms on the right grow. Thus $\gamma$ keeps falling, and the later rise is lost.

The same equation shows what "heating" must mean. If the wall is heated while the gas stays at 300 K, $P_g$ is constant and $\gamma$ again keeps falling. In the example it is $2.7\times10^{-4}$ at a wall temperature of 550 K and $1.2\times10^{-4}$ at 1000 K. This conclusion depends on the gas atom's normal motion supplying the barrier. If wall vibrations supply it instead, so that $P_g$ follows the wall temperature as $P$ does, the earlier result and its rise return.

The barriers and prefactors matter too. In separate numerical tests from 300 to 1000 K, with the other parameters fixed, $E_r=0.30$ eV gave a steady rise and $\nu_D=3\times10^{15}$ s$^{-1}$ gave a steady fall. The first choice violates $\Delta>E_r$. The second makes $A=3$ and violates $E_r>A(\Delta-E_r)$.

The fall also rests on using the same $E_r$ for both routes. Measured from a gas atom at rest, this puts the barrier top of the diffusion route at $E_D+E_r-E_d=-0.10$ eV, against $+0.13$ eV for direct impact. Suppose the barrier for gas atoms stays at 0.13 eV while hopping atoms face a larger one. Then 0.18 eV moves the minimum to about 380 K, 0.20 eV moves it to about 305 K, and 0.23 eV, which lifts the barrier top to the gas level, leaves no minimum between 200 and 1500 K.

The position of the minimum is sensitive to the barriers: with the other parameters fixed, $E_d=0.30$ eV puts it near 380 K and $E_d=0.40$ eV near 770 K. The minimum near 565 K also relies on the small prefactor ratio $A=0.01$. The second inequality allows $A$ up to 1.3, but the full formula puts the minimum at about 900 K for $A=0.05$ and about 1300 K for $A=0.1$, and gives none below $3\times10^4$ K for $A=0.5$. With equal prefactors, $A=1$, both inequalities still hold, but the estimate of $T_{\min}$ is about $10^4$ K, where $P\ll1$ fails. Recombination then weakens throughout the range from 300 to 1000 K.

## Where the explanation stops

**Low temperature.** If $qN\gg1$, the formula approaches $\gamma\simeq1$ for small $f$ and $q$, because nearly every physisorbed atom is captured. The neglect of reactions between physisorbed atoms can fail before that, even while $n\ll1$. Physisorbed atoms meet at the rate $\Gamma n^2$ per site; if every meeting forms a molecule, they add $2\Gamma n^2/\Phi=2ny\simeq2nN$ to $\gamma$. Relative to the diffusion term, approximately $2fPN$, this is

$$
\frac n{fP}\simeq\frac{3.8\times10^{-7}}{0.0016\times0.00655}\simeq0.04
$$

at 300 K. At fixed temperature $n$ is proportional to the atom pressure in the dilute regime, so this correction grows with pressure. At 1 mTorr such pairs would double $\gamma$ at about 255 K; at 300 K they would do so near 30 mTorr. The example therefore never reaches the limit $\gamma\simeq1$ within the model's validity: at 1 mTorr and 110 K the formula gives only $\gamma\simeq0.55$, and the assumption $n\ll1$ has already failed. Assuming reaction at every meeting makes this an upper estimate within mean field.

**High temperature.** The physisorbed lifetime is 1.6 ps at 550 K but 0.06 ps at 1000 K, shorter than the 0.1 ps vibration period $1/\nu_D$. The two times are equal at about 880 K, and above that the picture of a settled, hopping atom fails. The diffusion term is about 13% of $\gamma$ at 1000 K, and the Eley-Rideal term alone still exceeds the minimum value of the full model.

Imperfect sticking also shifts the minimum. With a temperature-independent sticking probability $s$, the dilute result becomes $\gamma\simeq q(1+sN)$, so $A$ is replaced by $sA$ in the estimate of $T_{\min}$. For $s=0.5$ the numerical minimum moves from 565 to about 490 K.

Chemisorbed atoms can also desorb. With a rough binding energy of 3.0 eV and a prefactor of $10^{15}$ s$^{-1}$, this lowers $\gamma$ by 0.2% at 1000 K. It produces a maximum near 1080 K, above which recombination weakens again. Both figures are for 1 mTorr, because this loss competes with refilling from the gas. At 0.01 mTorr the drop at 1000 K is 16% and the maximum lies near 950 K; at 100 mTorr the maximum lies near 1260 K.

**Real discharge walls.** Recombination probabilities for oxygen atoms on silica near room temperature are very roughly $10^{-4}$ to $10^{-3}$ and depend strongly on surface preparation. The model's $1.5\times10^{-3}$ is therefore somewhat high. When $qN\ll1$, $\gamma$ is nearly proportional to $f$, so halving $f$ would halve it with little shift of the minimum. Real surfaces have a spread of barriers, and ions may create or clear sites; neither effect is sized here. Nor need the gas share the wall temperature. For a 1000 K wall, gas at 300 K instead of 1000 K lowers the model's $\gamma$ by a factor of 5.6. A measured minimum would thus be compatible with this mechanism but would not prove it. Varying gas and wall temperatures separately would help to test the assumed source of the reaction energy, best with a hot wall. With a 300 K wall, heating the gas from 300 to 1000 K raises the model's $\gamma$ only 1.4 times, and a halving of the sticking probability would hide this.

The numerical output below gives further temperatures and the remaining values.

## Computed results

```
Barriers Ed, ED, Er: 0.35, 0.12, 0.13 eV
Delta = Ed-ED: 0.23 eV; Delta-Er: 0.10 eV
Prefactors nu_d, nu_D: 1.0e+15, 1.0e+13 1/s
Prefactor ratio A: 0.010
Site density: 1.0e+15 cm^-2; f: 0.0016
Chemisorption site density: 1.60e+12 cm^-2
Atom pressure: 1.0 mTorr; mass: 16 u
Site spacing: 0.316 nm; chemisorption site spacing: 7.91 nm
T(K)  P        N        gamma_ER  gamma_diff gamma    lattice
 300  0.00655   73.085  2.082e-05 1.517e-03  1.537e-03 1.521e-03
 400  0.02302    7.904  7.200e-05 5.679e-04  6.399e-04 6.289e-04
 550  0.06438    1.281  1.936e-04 2.475e-04  4.411e-04 4.362e-04
 700  0.11589    0.453  3.323e-04 1.502e-04  4.826e-04 4.802e-04
 850  0.16952    0.231  4.638e-04 1.070e-04  5.708e-04 5.695e-04
1000  0.22122    0.144  5.797e-04 8.348e-05  6.632e-04 6.623e-04
T(K)  theta   E_a(eV)  rms travel(nm)  physisorbed life(ps)
 300  0.9935  -0.0977  2.703  758.1257
 550  0.9395  -0.0070  0.358  1.6111
1000  0.8189  +0.0775  0.120  0.0581
Vibration period 1/nu_D: 0.10 ps
Minimum, simple estimate: 548.3 K
Minimum, condition E_a=0: 565.5 K
Minimum, numerical balances: 565.3 K
Minimum, lattice walk: 562 K
gamma at minimum: 4.402e-04
N at minimum: 1.124; P: 0.0693
gamma(300 K)/gamma_min: 3.49
gamma(1000 K)/gamma_min: 1.51
Wall heated, gas held at 300 K:
  wall  300 K: gamma = 1.537e-03
  wall  550 K: gamma = 2.737e-04
  wall 1000 K: gamma = 1.189e-04
Hits per site at 300 K: 507.0 1/s
Physisorbed atoms per site at 300 K: 3.83e-07
Physisorbed-pair increase at 300 K: 3.6 %
Pairs double gamma at: 255 K
Minimum with pairs and chemisorbed loss: 565.3 K
Minimum with sticking 0.5: 488.5 K
Chemisorbed binding for loss estimate: 3.0 eV
Chemisorbed-loss decrease at 1000 K: 0.20 %
Upper maximum from chemisorbed loss: 1080 K
```
